# Separate singlet and triplet extrapolation of the neon MP2 energy

## Question

I am working through an exercise on basis-set extrapolation for the neon atom. The exercise says I should extrapolate the singlet pair energies with $X^{-3}$ and the triplet pair energies with $X^{-5}$, where $X$ is the cardinal number of the basis. I should then compare with a common $X^{-3}$ fit of the total. The reference is the valence MP2 limit, given as $-320.2$ millihartree.

My valence MP2 energies in eV (1s frozen, canonical Hartree–Fock orbitals) are:

| Basis | Singlet | Triplet | Total |
|---|---|---|---|
| cc-pVTZ | −4.3636 | −2.8290 | −7.1926 |
| cc-pVQZ | −4.9771 | −3.0115 | −7.9885 |
| cc-pV5Z | −5.2609 | −3.0703 | −8.3312 |

I expected the separate treatment to be the better one, because it uses the right power for each spin. Instead it ends up farther from the limit than the common fit. Is my spin separation wrong? Where do the two powers come from, and must the separate scheme win?

## Answer

Your energies are right, and so is your observation. The two powers describe how the error falls at large $X$. They do not guarantee a smaller total error, neither at $X=4,5$ nor at larger $X$. I use atomic units in the algebra and eV for the numbers.

### The spin separation

Let $i,j$ be occupied valence orbitals and $a,b$ virtual ones, all real. For a given $i,j$ write

$$K_{ab}=(ia|jb),\qquad D_{ab}=e_i+e_j-e_a-e_b<0 .$$

Two electrons in different orbitals $i<j$ have four spin states: one singlet, with spatial function $(ij+ji)/\sqrt2$, and three triplets, with $(ij-ji)/\sqrt2$. Their couplings to the corresponding virtual functions with $a<b$ are

$$\tfrac12\,(2K_{ab}\pm 2K_{ba})=K_{ab}\pm K_{ba}.$$

Second-order perturbation theory divides the squares by $D_{ab}$. Extending the sum to all $a,b$ counts each $a<b$ twice, so it needs a factor $\tfrac12$. The singlet term $a=b$ also comes out right: the coupling to $aa$ is $\sqrt2K_{aa}$, with square $2K_{aa}^2=\tfrac12(2K_{aa})^2$. Extending the sum to all $i,j$ gives another $\tfrac12$. With the three triplet components,

$$E_s=\frac14\sum_{ijab}\frac{(K_{ab}+K_{ba})^2}{D_{ab}},\qquad
E_t=\frac34\sum_{ijab}\frac{(K_{ab}-K_{ba})^2}{D_{ab}} .$$

For $i=j$ we have $K_{ab}=K_{ba}$, so the triplet term vanishes, as it must. The singlet term gives $2K_{ab}^2$ for each $a<b$ and $K_{aa}^2$ for $a=b$, which are the squared couplings of $ii$ to $(ab+ba)/\sqrt2$ and to $aa$.

To verify the sum, note that $D_{ab}=D_{ba}$, so $\sum K_{ba}^2/D_{ab}=\sum K_{ab}^2/D_{ab}$. The squares therefore contribute $2(\tfrac14+\tfrac34)K_{ab}^2=2K_{ab}^2$ and the cross terms $2(\tfrac14-\tfrac34)K_{ab}K_{ba}=-K_{ab}K_{ba}$:

$$E_s+E_t=\sum_{ijab}\frac{K_{ab}(2K_{ab}-K_{ba})}{D_{ab}},$$

which is the closed-shell MP2 energy.

### Where the powers come from

The mechanism can be worked out for a simple model: a 1s2s pair in the field of a unit nuclear charge, with $1/r_{12}$ as the perturbation. Let $P_1,P_2$ be the normalized radial functions, including the factor $r$. The radial pair function is

$$\varphi_\pm=\frac{P_1(r_1)P_2(r_2)\pm P_2(r_1)P_1(r_2)}{\sqrt2},$$

with plus for the singlet and minus for one triplet component.

Expand $1/r_{12}=\sum_L (r_<^L/r_>^{L+1})P_L(\cos\theta_{12})$. The angular average of $P_L^2$ is $1/(2L+1)$, so for $L\ge1$ partial wave $L$ contributes

$$\varepsilon_L=-\frac{1}{2L+1}\,\langle g|(h_L-E_0)^{-1}|g\rangle,\qquad g=\frac{r_<^L}{r_>^{L+1}}\,\varphi_\pm .$$

Here $h_L$ is the radial Hamiltonian of two electrons that both have angular momentum $L$, and $E_0$ is the unperturbed pair energy.

Now let $L$ be large. Put $\lambda=L+\tfrac12$, $r_1=r+s/2$ and $r_2=r-s/2$, so that $dr_1dr_2=dr\,ds$. Then

$$\frac{r_<^L}{r_>^{L+1}}=\frac{(r_</r_>)^\lambda}{\sqrt{r_<r_>}}\approx\frac{e^{-\lambda|s|/r}}{r},$$

because $\ln(r_</r_>)\approx-|s|/r$. The source is confined to $|s|\sim r/\lambda$: high partial waves describe electrons at nearly equal distances from the nucleus.

The kinetic energy is $-\tfrac12(\partial_1^2+\partial_2^2)=-\partial_s^2-\tfrac14\partial_r^2$, and the two centrifugal terms add up to about $\lambda^2/r^2$. On the scale $s\sim r/\lambda$, both $\partial_s^2$ and $\lambda^2/r^2$ are of order $\lambda^2$. The nuclear attraction, $E_0$ and $\partial_r^2$ are of order one. With $t=\lambda s/r$, the leading operator is therefore

$$h_L-E_0\approx\frac{\lambda^2}{r^2}\,(1-\partial_t^2).$$

**Singlet.** At $s=0$ the pair function is $\varphi_0=\sqrt2P_1P_2$, so the source is $\varphi_0e^{-|t|}/r$. The response is $u=(r\varphi_0/\lambda^2)f(t)$ with

$$f-f''=e^{-|t|},\qquad f=\tfrac12(1+|t|)e^{-|t|}.$$

For $t>0$, $f''=\tfrac12(t-1)e^{-t}$, so $f-f''=e^{-t}$. The slope is continuous at $t=0$. The overlap of source and response needs

$$\int_{-\infty}^{\infty}e^{-|t|}f\,dt=\int_0^\infty(1+t)e^{-2t}dt=\frac34 .$$

With $ds=(r/\lambda)\,dt$ and $2L+1=2\lambda$,

$$\varepsilon_L^{s}\to-\frac1{2\lambda}\int dr\,\frac r\lambda\,\frac{\varphi_0}{r}\,\frac{r\varphi_0}{\lambda^2}\,\frac34
=-\frac{3}{4\lambda^4}\int_0^\infty r\,(P_1P_2)^2dr .$$

**Triplet.** The pair function vanishes at $s=0$. Its first-order expansion is $\varphi_-\approx sW/\sqrt2$ with $W=P_1'P_2-P_1P_2'$. Since $s=rt/\lambda$, the source is $Wt\,e^{-|t|}/(\sqrt2\lambda)$. The response is $u=r^2W\,v(t)/(\sqrt2\lambda^3)$ with

$$v-v''=t\,e^{-|t|},\qquad v=\tfrac14(t^2+t)e^{-t}\quad(t>0),$$

continued as an odd function. The check is $v''=\tfrac14(t^2-3t)e^{-t}$, so $v-v''=te^{-t}$. The integral is

$$\int_{-\infty}^{\infty}t\,e^{-|t|}v\,dt=\frac12\int_0^\infty(t^3+t^2)e^{-2t}dt=\frac12\left(\frac38+\frac14\right)=\frac5{16},$$

and therefore

$$\varepsilon_L^{t}\to-\frac1{2\lambda}\int dr\,\frac r\lambda\,\frac{W}{\sqrt2\lambda}\,\frac{r^2W}{\sqrt2\lambda^3}\,\frac5{16}
=-\frac{5}{64\lambda^6}\int_0^\infty r^3W^2dr .$$

The factor $s$ in the triplet function enters once in the source and once in the response. Each gives a factor $1/\lambda$, which turns $\lambda^{-4}$ into $\lambda^{-6}$.

A direct diagonalization for this model gives local exponents of 3.98 and 5.94 between $L=10$ and $L=15$. The terms dropped above are smaller by a factor $\lambda^{-2}$. The order-one parts of $h_L-E_0$ stand against $\lambda^2/r^2$. Because $r$ is the midpoint of $r_1$ and $r_2$, the expansions of $\ln(r_</r_>)$, $\sqrt{r_<r_>}$, the centrifugal terms and $\varphi_\pm$ advance in steps of $(s/r)^2\sim\lambda^{-2}$. After removal of this leading $\lambda^{-2}$ correction, both coefficients agree with the derived ones to better than 1%.

For neon, with its 2p electrons, I take over these powers as a working assumption. The derivation above covers the s pair.

### From partial waves to the cardinal number

If a basis were complete for every $L\le X$, its error would be the sum of the missing increments. The term at $\lambda=L+\tfrac12$ is the midpoint value on the interval from $L$ to $L+1$, so the sum is close to an integral that starts at $X+1$:

$$\sum_{L>X}\lambda^{-4}\approx\int_{X+1}^\infty\frac{d\lambda}{\lambda^4}=\frac{(X+1)^{-3}}{3},\qquad
\sum_{L>X}\lambda^{-6}\approx\frac{(X+1)^{-5}}{5}.$$

At $X=5$ the explicit sums are 0.986 and 0.967 times these estimates.

So the powers are $-3$ and $-5$, but for the s pair, where both electrons carry the same $L$, the natural variable is $X+1$, not $X$. For pairs with 2p electrons the two virtual angular momenta can differ, and the offset is not derived here. The ratio of $(X+1)^{-3}$ to $X^{-3}$ tends to one at large $X$, but the offset adds a term of order $X^{-4}$ that an $X^{-3}$ fit does not remove. Moreover, cc-pV$X$Z does reach angular momentum $X$ for neon, but it has only a few radial functions for each $L$. Its error is therefore not a pure partial-wave tail. Writing $X^{-3}$ and $X^{-5}$ is an empirical choice of offset.

### The two-point formula

Assume $E_X=E_\infty+AX^{-n}$ for two cardinal numbers $X<Y$. Subtraction gives $E_Y-E_X=A(Y^{-n}-X^{-n})$, so

$$E_\infty=E_Y-AY^{-n}=E_Y+\frac{Y^{-n}}{X^{-n}-Y^{-n}}(E_Y-E_X).$$

Multiplying numerator and denominator by $X^nY^n$ gives

$$E_\infty=E_Y+F_n(E_Y-E_X),\qquad F_n=\frac{X^n}{Y^n-X^n}.$$

This is linear in the energies. Extrapolating each singlet pair and then summing gives the same result as extrapolating the singlet sum, and likewise for the triplets. The channel sums in your table are enough.

For $X=4$, $Y=5$ the factors are $F_3=64/61=1.0492$ and $F_5=1024/2101=0.4874$. The last steps are $-0.284$ eV for the singlets, $-0.059$ eV for the triplets and $-0.343$ eV for the total. Hence

$$E_s^\infty=-5.261-1.0492\times0.284=-5.559\ \text{eV},$$

$$E_t^\infty=-3.070-0.4874\times0.059=-3.099\ \text{eV},$$

$$E_{\rm com}=-8.331-1.0492\times0.343=-8.691\ \text{eV}.$$

The results are:

| | eV | millihartree | Minus limit, eV |
|---|---|---|---|
| Separate | −8.658 | −318.2 | +0.055 |
| Common | −8.691 | −319.4 | +0.022 |
| Given limit | −8.713 | −320.2 | |

The unextrapolated cc-pV5Z energy lies 0.382 eV above the limit. Relative to that error, the separate scheme leaves about 15% and the common fit about 6%. Both help a great deal, and the common fit is closer.

### Must the separate scheme win?

No. The two schemes treat the singlets identically and differ in the triplet factor alone:

$$E_{\rm sep}-E_{\rm com}=-(F_3-F_5)\,(E_{t,Y}-E_{t,X}).$$

Since $F_n=1/[(Y/X)^n-1]$ decreases with $n$, $F_3-F_5$ is positive. If the triplet energy falls with the basis, as here, the right-hand side is positive and the separate result lies above the common one. For your data the gap is $0.562\times0.059=0.033$ eV.

Of two values, the upper one is nearer to the limit if the limit lies above their midpoint. The separate scheme therefore wins when

$$E_{\rm limit}>\tfrac12(E_{\rm sep}+E_{\rm com}).$$

Here the midpoint is $-8.674$ eV and the limit is $-8.713$ eV, so the condition fails. In fact the limit lies below both results. With the singlet part held fixed, any change that makes the triplet correction smaller must then increase the total error, whether or not it improves the triplet energy itself.

### What the total hides

The reference is a total, so it cannot assign the remaining error to a spin channel. It does allow a conditional statement. The common fit implies a triplet limit of $-3.070-1.0492\times0.059=-3.132$ eV. Suppose that the $X^{-5}$ value, $-3.099$ eV, is the correct one. The common fit then overshoots the triplets by 0.033 eV, while the $X^{-3}$ singlet value falls short by 0.055 eV. The smaller total error of 0.022 eV would be a cancellation.

These data cannot settle whether that supposition holds, because the three bases taken together do not follow the asymptotic laws. Three energies in a row define an effective exponent $n$ through

$$\frac{E_4-E_3}{E_5-E_4}=\frac{3^{-n}-4^{-n}}{4^{-n}-5^{-n}} .$$

The right-hand side is 2.81 for $n=3$ and 4.78 for $n=5$. Your singlets give $0.6135/0.2838=2.16$, which means $n=2.0$. The triplets give 3.10, which means $n=3.4$. The triplets do converge faster, as the theory suggests, but over this range both channels converge more slowly than their nominal powers of $X$.

The triplets show this directly. Extrapolating them from cc-pVTZ and cc-pVQZ with $X^{-5}$ predicts a limit of $-3.068$ eV. The computed cc-pV5Z energy is already $-3.070$ eV. Unless the triplet energy turns upward in larger bases, the $X^{-5}$ correction from that pair of bases is too small. Both observations involve cc-pVTZ, so they do not tell how far the cc-pVQZ/cc-pV5Z value, $-3.099$ eV, lies from the triplet limit.

The same ordering of the schemes appears with the smaller bases. From cc-pVTZ and cc-pVQZ, the separate result is 0.220 eV above the limit and the common one 0.144 eV. With the diffuse functions of aug-cc-pVTZ and aug-cc-pVQZ, the deviations are 0.191 and 0.134 eV. Diffuse functions reduce both errors here but do not change the order.

### The offset matters as much as the power

Replacing $X$ by $X+c$ leaves the large-$X$ powers untouched. Applied to the cc-pVQZ and cc-pV5Z energies, it gives these deviations from the limit in eV:

| $c$ | Separate | Common |
|---|---|---|
| 0 | +0.055 | +0.022 |
| 1/2 | +0.004 | −0.033 |
| 1 | −0.048 | −0.089 |

With $c=\tfrac12$ or $c=1$ the separate scheme is the closer one. Moving from $c=0$ to $c=\tfrac12$ shifts the separate result by 0.051 eV, more than the 0.033 eV between the two schemes at $c=0$. The ranking in your exercise thus depends on the offset as well as on the spin-dependent powers.

The value $c=1$, natural for complete partial waves of the s pair, overshoots in both schemes. The close agreement at $c=\tfrac12$ should not be read as a derivation of that offset: nothing above selects it, and choosing it because it reproduces a known limit would be a fit to one atom.

### What you can conclude

For the exercise as posed, report $-8.658$ eV for the separate extrapolation and $-8.691$ eV for the common one, and say that the common fit is closer to the given total. That is a statement about neon, these two bases and the variable $X$. It does not show that triplet errors fall as $X^{-3}$.

To judge the channels themselves, you need separate singlet and triplet limits. A sum over radially complete partial waves gives about $-5.610$ eV and $-3.104$ eV, which add up to the given $-320.2$ millihartree. Against these, the $X^{-5}$ triplet value is 0.005 eV too high, the $X^{-3}$ triplet value about 0.03 eV too low, and the singlet value 0.05 eV too high. The separate scheme has the better triplet energy, and the common fit wins by cancellation. Larger $X$ need not reverse the order. For neighbouring cardinal numbers $F_3\approx X/3$, so an $X^{-3}$ fit leaves about $(1-m/3)X^{-m}$ of an error term $X^{-m}$. A singlet error $A(X+c)^{-3}=AX^{-3}-3cAX^{-4}+\dots$ thus leaves about $+cAX^{-4}$ in both schemes. A triplet error $BX^{-5}$ leaves about $-\tfrac23BX^{-5}$ in the common fit and only a term of order $X^{-6}$ in the separate one. With $A,B,c>0$ the wrong triplet power cancels part of the larger singlet remainder, and the common total stays the closer one at large $X$ even though its triplet energy is worse.

The limit is itself a computed MP2 value, rounded to four figures. It leaves out core correlation, relativity and all correlation beyond second order, so closeness to it measures the basis-set error within valence MP2, not agreement with the real atom.

## Computed values

```
Hydrogenic 1s2s pair, partial waves L = 10 and 15
 singlet: local exponent 3.982 (law 4), coefficient numeric/derived 1.0038
 triplet: local exponent 5.941 (law 6), coefficient numeric/derived 0.9985
Tail beyond L=5, power 4: sum/estimate 0.9864
Tail beyond L=5, power 6: sum/estimate 0.9668
cc-pVDZ check: pair sum -5.04835 eV, library MP2 -5.04835 eV
cc-pvtz: singlet -4.3636, triplet -2.8290, total -7.1926 eV
cc-pvqz: singlet -4.9771, triplet -3.0115, total -7.9885 eV
cc-pv5z: singlet -5.2609, triplet -3.0703, total -8.3312 eV
aug-cc-pvtz: singlet -4.5185, triplet -2.8971, total -7.4156 eV
aug-cc-pvqz: singlet -5.0546, triplet -3.0337, total -8.0884 eV
Given valence limit: -8.7131 eV = -320.2 mEh
Q5 factors: F3 1.0492, F5 0.4874
cc X=3,4: singlet limit -5.4247, triplet limit -3.0682 eV
  separate -8.4929, common -8.5693, midpoint -8.5311 eV
  minus given limit: separate +0.2201, common +0.1438 eV
cc X=4,5: singlet limit -5.5588, triplet limit -3.0989 eV
  separate -8.6577, common -8.6908, midpoint -8.6742 eV
  minus given limit: separate +0.0554, common +0.0223 eV
  in mEh: separate -318.2, common -319.4
aug X=3,4: singlet limit -5.4459, triplet limit -3.0763 eV
  separate -8.5221, common -8.5793, midpoint -8.5507 eV
  minus given limit: separate +0.1910, common +0.1338 eV
Q5 deviations from the given limit with X replaced by X + shift
  shift 0.0: separate +0.0554, common +0.0223 eV
  shift 0.5: separate +0.0041, common -0.0331 eV
  shift 1.0: separate -0.0476, common -0.0889 eV
singlet: step ratio TQ/Q5 2.161, effective exponent 2.00
triplet: step ratio TQ/Q5 3.102, effective exponent 3.38
Step ratios of the laws: X^-3 2.808, X^-5 4.780
```
